# Spectral Purity of a Heralded Photon under Frequency-Insensitive Heralding

## Problem

A photon-pair source emits a signal photon and an idler photon with the real joint spectral amplitude

$$f(x,y)=N\exp\left[-\tfrac12\left(x^2+y^2+1.2\,xy\right)\right].$$

Here $x$ and $y$ are the signal and idler detunings from their line centres, both divided by the same angular frequency $\sigma$. The idler goes to a detector whose efficiency does not depend on frequency, and its click heralds the signal. What is the spectral purity $P=\mathrm{Tr}\,\rho^2$ of the heralded signal photon?

The pair state is taken as pure, with one polarization and one spatial mode for each photon. Emission is weak enough for extra pairs to be neglected. A click is recorded as "yes" or "no"; its time is not used to sort the events. Write the cross term as $2cxy$, so that $c=0.6$. The amplitude is normalizable for $|c|<1$.

## A tempting solution

The detector does not distinguish idler frequencies, so one adds the amplitude over all of them:

$$\phi(x)=\int f(x,y)\,dy .$$

Completing the square, $y^2+2cxy=(y+cx)^2-c^2x^2$, gives

$$\phi(x)=N\sqrt{2\pi}\,\exp\left[-\tfrac12(1-c^2)x^2\right].$$

The signal then has a wave function, and the purity is 1.

A check on the spectrum seems to support this. The predicted spectrum is $|\phi(x)|^2\propto e^{-(1-c^2)x^2}$. The true signal spectrum is

$$\int|f(x,y)|^2dy=N^2e^{-x^2}\int e^{-y^2-2cxy}\,dy=N^2\sqrt{\pi}\,e^{-(1-c^2)x^2},$$

which has the same shape. Yet the answer is wrong.

## Where it fails

Adding amplitudes over $y$ projects the idler onto one particular state, the superposition of all frequencies with equal phases. That is a photon detected at one sharp time, $t=0$. A click at another time $t$, in units of $1/\sigma$, projects onto a superposition with phases $e^{iyt}$ and leaves the signal in

$$\phi_t(x)=\frac{1}{\sqrt{2\pi}}\int f(x,y)\,e^{-iyt}dy .$$

The $y$-dependent part of the exponent is $-y^2/2-(cx+it)y$, and the integral over $y$ is $\sqrt{2\pi}\,e^{(cx+it)^2/2}$. Therefore

$$\phi_t(x)=N\exp\left[-\tfrac12(1-c^2)x^2+icxt-\tfrac12t^2\right].$$

Each $\phi_t$ is pure, and each has the same spectrum. Apart from their weights, they differ by the phase $e^{icxt}$, which is linear in frequency and so shifts the signal pulse in time by an amount proportional to $ct$. Since the click time is not used, the signal is a mixture of pulses with different arrival times. The spectrum cannot show this, because a time shift leaves it unchanged.

## The right solution

Events with different idler frequencies are distinguishable in principle, whether or not the detector reports the frequency. Their probabilities add, and so do their density matrices:

$$\rho(x,x')=\int f(x,y)\,f^*(x',y)\,dy .$$

A constant efficiency would multiply this by a constant, which normalization removes.

**Normalization.** Integrating the signal spectrum found above over $x$ gives

$$1=N^2\sqrt\pi\,\sqrt{\frac{\pi}{1-c^2}},\qquad N^2=\frac{\sqrt{1-c^2}}{\pi}.$$

**Density matrix.** The $y$-dependent part of the integrand is $\exp[-y^2-c(x+x')y]$. Its integral is $\sqrt\pi\,\exp[c^2(x+x')^2/4]$, so

$$\rho(x,x')=\sqrt{\frac{1-c^2}{\pi}}\,\exp\left[-\frac{x^2+x'^2}{2}+\frac{c^2(x+x')^2}{4}\right].$$

The mixture over click times gives the same matrix. Indeed,

$$\int\phi_t(x)\phi_t^*(x')\,dt=N^2e^{-(1-c^2)(x^2+x'^2)/2}\int e^{-t^2+ic(x-x')t}dt,$$

and the last integral is $\sqrt\pi\,e^{-c^2(x-x')^2/4}$. Using $(x-x')^2=2(x^2+x'^2)-(x+x')^2$, the total exponent becomes the one in $\rho(x,x')$.

**Purity.** Because $\rho$ is Hermitian, $\mathrm{Tr}\,\rho^2=\iint|\rho(x,x')|^2dx\,dx'$. Squaring doubles the exponent:

$$P=\frac{1-c^2}{\pi}\iint\exp\left[-\left(1-\tfrac{c^2}{2}\right)(x^2+x'^2)+c^2xx'\right]dx\,dx'.$$

The exponent is minus a quadratic form whose matrix has diagonal elements $1-c^2/2$ and off-diagonal elements $-c^2/2$. Its determinant is

$$\left(1-\tfrac{c^2}{2}\right)^2-\tfrac{c^4}{4}=1-c^2 .$$

A two-dimensional Gaussian integral equals $\pi$ divided by the square root of this determinant. Hence

$$\boxed{P=\frac{1-c^2}{\pi}\,\frac{\pi}{\sqrt{1-c^2}}=\sqrt{1-c^2}=\sqrt{1-0.36}=0.8}$$

At $c=0$ the amplitude factorizes and $P=1$. As $|c|\to1$ the purity tends to zero, because the idler frequency then fixes the signal frequency ever more sharply compared with the signal's own width. The sign of $c$ does not matter.

## The same number from Schmidt modes

Let $\varphi_n$ be the normalized Hermite functions. Mehler's formula reads

$$\sum_n(-\mu)^n\varphi_n(X)\varphi_n(Y)=\frac{1}{\sqrt{\pi(1-\mu^2)}}\exp\left[-\frac{(1+\mu^2)(X^2+Y^2)/2+2\mu XY}{1-\mu^2}\right].$$

Put $X=sx$ and $Y=sy$ with $s^2=(1-\mu^2)/(1+\mu^2)$. The exponent becomes $-(x^2+y^2)/2-2\mu xy/(1+\mu^2)$, which is that of $f$ if

$$c=\frac{2\mu}{1+\mu^2},\qquad \mu=\frac{1-\sqrt{1-c^2}}{c}=\frac{1-0.8}{0.6}=\frac13 .$$

The pair is thus a sum of products of matched modes, with normalized probabilities $\lambda_n=(1-\mu^2)\mu^{2n}$, that is 0.889, 0.099, 0.011 and so on. Summing the geometric series,

$$P=\sum_n\lambda_n^2=\frac{(1-\mu^2)^2}{1-\mu^4}=\frac{1-\mu^2}{1+\mu^2}=0.8 .$$

The effective number of modes is $1/P=1.25$.

## Two conditions that matter

**The amplitude must be real, up to phases belonging to one photon alone.** Multiply $f$ by $e^{-ibxy}$. The joint intensity $|f|^2$ is unchanged. In the integral over $y$, the factor $c(x+x')$ becomes $\gamma x+\gamma^*x'$ with $\gamma=c+ib$. On the diagonal $\gamma+\gamma^*=2c$, so the normalization is as before. In $|\rho|^2$ one needs

$$\mathrm{Re}(\gamma x+\gamma^*x')^2=(c^2-b^2)(x^2+x'^2)+2(c^2+b^2)xx'.$$

The matrix now has diagonal elements $1-(c^2-b^2)/2$ and off-diagonal elements $-(c^2+b^2)/2$. Its determinant is the product of the sum and difference of these two elements, $(1-c^2)(1+b^2)$. So

$$P=\sqrt{\frac{1-c^2}{1+b^2}},$$

which is 0.716 for $b=0.5$. A measured joint intensity therefore does not determine the purity unless the joint phase is known.

**The herald must be flat.** Suppose a filter transmits the idler with probability $e^{-gy^2}$. The integrand of $\rho$ gains this factor, as if $f$ had been multiplied by $e^{-gy^2/2}$. The coefficient of $y^2$ in the bracket of $f$ becomes $1+g$. Rescaling $y$ to make it 1 again replaces $c$ by $c/\sqrt{1+g}$, and

$$P=\sqrt{1-\frac{c^2}{1+g}} .$$

The fraction of heralds that pass is a ratio of two Gaussian integrals of $|f|^2$, with and without the filter, $\sqrt{(1-c^2)/(1+g-c^2)}$. For $g=1$ the purity rises to 0.906, while 62% of the heralds remain.

## A silicon source with this amplitude

Such an amplitude can be approximated by four-wave mixing in a silicon multimode waveguide. Two pump pulses at 1550 nm travel in modes 0 and 1, timed to cross at mid-guide. The signal, at 1510 nm, leaves in mode 0 and the idler, at 1592 nm, in mode 1. The inputs are rough: a pump intensity width of 3.0 nm (full width at half maximum, FWHM) and a group-index difference $\Delta n_g=0.040$ between the modes, mode 0 being the faster.

Let $\nu_s,\nu_i$ be the unscaled detunings, $S=\nu_s+\nu_i$ and $d=(\nu_s-\nu_i)/2$. Each pump has amplitude $e^{-\nu^2/2\sigma_p^2}$. Energy conservation makes the pump detunings $S/2+u$ and $S/2-u$, whose squares add to $S^2/2+2u^2$. With $c_0$ the speed of light,

$$\sigma_p=\frac{1}{2\sqrt{\ln2}}\,\frac{2\pi c_0\,(3.0\ \text{nm})}{(1550\ \text{nm})^2}=1.413\ \text{rad/ps}.$$

Let $q$ be the inverse group velocity of mode 0 minus that of mode 1 at the pump, and let both modes have the same dispersion $\beta_2$, with third- and higher-order dispersion neglected. The signal lies $\Delta=32.19$ rad/ps above the pump. At the line centres the wave-vector mismatch is $-q\Delta-\beta_2\Delta^2$, which vanishes for $q=-\beta_2\Delta$. Then the signal has the group velocity of the pump in mode 1, and the idler that of the pump in mode 0. To first order in the detunings the mismatch is

$$\Delta k=q\left(\tfrac S2+u-\nu_i\right)=q(u+d).$$

Integrating over $u$ and over the position $z$ gives the pair amplitude

$$e^{-S^2/4\sigma_p^2}F(d),\qquad F(d)\propto\int_{-L/2}^{L/2}e^{-\sigma_p^2q^2z^2/4}\,e^{iqzd}\,dz .$$

To compare, write the given amplitude as

$$f\propto\exp\left[-\tfrac{1+c}{4}(x+y)^2-\tfrac{1-c}{4}(x-y)^2\right].$$

The first factor fixes $\sigma=\sigma_p\sqrt{1+c}=1.787$ rad/ps. The second is $e^{-(1-c)d^2/\sigma^2}$. Near its centre $F$ falls as $1-\tfrac12d^2\langle q^2z^2\rangle$, with the average taken over the truncated Gaussian profile in $z$. Equal curvature requires

$$\langle q^2z^2\rangle=\frac{2(1-c)}{\sigma^2}=\frac{2(1-c)}{(1+c)\sigma_p^2}=\frac{0.5}{\sigma_p^2}.$$

Solving this numerically gives a total walk-off $|q|L=1.835$ ps between the pumps. With $|q|=\Delta n_g/c_0$,

$$L=\frac{c_0\,(1.835\ \text{ps})}{0.040}=13.8\ \text{mm},\qquad \beta_2=\frac{0.040}{c_0\Delta}=4.1\ \text{ps}^2/\text{m}.$$

The Gaussian signal spectrum has an FWHM of $2\sigma\sqrt{\ln2/(1-c^2)}$, or 4.5 nm. In a much longer guide the profile is not truncated, $F\to e^{-d^2/\sigma_p^2}$, and the amplitude factorizes. In this first-order model the correlation thus comes from the guide ending before the pumps have fully separated.

The real $F$ is not Gaussian. Within 20 nm channels the squared overlap of the guide amplitude with the target is 0.94; without channels it is lower, because the sharp ends of the guide give $F$ slowly falling tails. Numerical evaluation of $\mathrm{Tr}\,\rho^2$, with flat channels of equal frequency width for both photons, gives:

| Case | Purity |
|---|---|
| Target Gaussian, 20 nm channels | 0.800 |
| Guide, 20 nm channels | 0.812 |
| Guide, 40 nm channels | 0.788 |
| Guide, 20 nm, pumps overlapping at entry | 0.718 |
| Guide, 20 nm, second-order dispersion kept | 0.799 |
| Guide, 20 nm, pumps chirped by 10 m of fibre | 0.773 |

The channel width is quoted at the signal wavelength. The fibre has $-0.022$ ps²/m, so each pump gains a spectral phase $\tfrac12(-0.220\ \text{ps}^2)\nu^2$. The last three rows each change one thing relative to the second row. The guide's purity depends on the channel width, whereas the target Gaussian still gives 0.800 in the narrower channel. The first-order mismatch is less accurate in the wider channel: keeping second-order dispersion there lowers 0.788 to 0.775.

Phase matching ties the dispersion to the group-index difference through $\beta_2=\Delta n_g/(c_0\Delta)$, so the cross-section would have to be designed for both. Of the assumptions varied here, the pump delay matters most: without it the purity falls by 0.09. Unequal dispersion in the two modes, or third-order dispersion over the 32 rad/ps detuning, would make the exchange of group velocities inexact, and the cost is not computed here.

Extra pairs also limit the source. Let $\xi$ be the ratio of one-pair to no-pair probability. Without loss, the two-pair to no-pair ratio is $\xi^2\sum_{m\le n}\lambda_m\lambda_n=\xi^2(1+P)/2$, because $(\sum\lambda_n)^2=1$. An inefficient herald is twice as likely to click on two pairs, so the ratio of two-pair to one-pair heralds is $\xi(1+P)$. For $\xi=0.010$ and $P=0.8$ it is 0.018.

At a rough peak power $W=0.25$ W per pump and mode area $A=0.50$ µm², a Kerr index $n_2=5\times10^{-18}$ m²/W gives one pump, of wavelength $\lambda_p$, a nonlinear phase $2\pi n_2WL/(\lambda_pA)=0.14$ rad. A two-photon absorption coefficient $\beta_T=0.60$ cm/GW removes a fraction $\beta_TWL/A\approx4\%$ of that pump's peak power. Both figures are for one pump acting on itself; while the pulses overlap, the other pump can add a phase and a loss of comparable size. With 2 dB/cm of propagation loss, a photon born at mid-guide survives to the end with probability 0.73. These three effects are sized here but not included in the purities above.
